# Attraction Integrals for a Gaussian Nucleus and the Contact Limit: a program that tests the result

```python
"""Gaussian nuclear charge model in attraction integrals over Gaussians.

Result under test: for a unit charge with density (xi/pi)^1.5 exp(-xi s^2),
xi = 3/(2 r^2), r = rms radius, the integral of two s Gaussians is
    (2 pi/p) K sqrt(tau) F0(p tau R^2),   tau = xi/(p + xi),
and in general F_m(p R^2) of the point charge is replaced by
tau^(m+1/2) F_m(p tau R^2).  Here a, b are the exponents, A, B the centres,
p = a + b, P = (a A + b B)/p, K = exp(-a b |A-B|^2/p), C is the nuclear
centre, R = |P - C| and F_m is the Boys function.  tau = 1: point charge.
The electron-nucleus attraction is -Z times the integral.
Hartree atomic units are used unless a label says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, gamma, gammainc


def boys(m, x):
    if x < 1e-8:
        return 1.0 / (2 * m + 1) - x / (2 * m + 3)
    return gamma(m + 0.5) * gammainc(m + 0.5, x) / (2 * x ** (m + 0.5))


def lowered(powers, axis):
    out = list(powers)
    out[axis] -= 1
    return tuple(out)


def attraction(a, A, la, b, B, lb, C, xi):
    """Integral for unit positive charge; xi = None means a point charge."""
    p = a + b
    P = (a * A + b * B) / p
    K = np.exp(-a * b / p * np.sum((A - B) ** 2))
    tau = 1.0 if xi is None else xi / (p + xi)
    R2 = np.sum((P - C) ** 2)

    def recur(la, lb, m):
        for i in range(3):
            if la[i] > 0 or lb[i] > 0:
                if la[i] > 0:
                    na, nb, centre = lowered(la, i), lb, A
                else:
                    na, nb, centre = la, lowered(lb, i), B
                value = ((P - centre)[i] * recur(na, nb, m)
                         - (P - C)[i] * recur(na, nb, m + 1))
                if na[i] > 0:
                    ma = lowered(na, i)
                    value += na[i] / (2 * p) * (recur(ma, nb, m)
                                                - recur(ma, nb, m + 1))
                if nb[i] > 0:
                    mb = lowered(nb, i)
                    value += nb[i] / (2 * p) * (recur(na, mb, m)
                                                - recur(na, mb, m + 1))
                return value
        return (2 * np.pi / p * K * tau ** (m + 0.5)
                * boys(m, p * tau * R2))

    return recur(tuple(la), tuple(lb), 0)


def quadrature(a, A, la, b, B, lb, C, xi):
    """Same integral from its definition, spherical grid centred on C."""
    x, wx = np.polynomial.legendre.leggauss(120)
    s, ws = 6 * (x + 1), 6 * wx
    ct, wt = np.polynomial.legendre.leggauss(40)
    nphi = 48
    phi = 2 * np.pi * np.arange(nphi) / nphi
    s3, c3, f3 = np.meshgrid(s, ct, phi, indexing="ij")
    st = np.sqrt(1 - c3 ** 2)
    xyz = [C[0] + s3 * st * np.cos(f3), C[1] + s3 * st * np.sin(f3),
           C[2] + s3 * c3]
    potential = 1 / s3 if xi is None else erf(np.sqrt(xi) * s3) / s3
    f = potential * s3 ** 2
    for e, centre, powers in ((a, A, la), (b, B, lb)):
        for i in range(3):
            d = xyz[i] - centre[i]
            f = f * d ** powers[i] * np.exp(-e * d ** 2)
    return np.einsum("ijk,i,j->", f, ws, wt) * 2 * np.pi / nphi


# --- density, potential and Boys function from their definitions ---
r_model = 1.0
xi = 3 / (2 * r_model ** 2)


def density(s):
    return (xi / np.pi) ** 1.5 * np.exp(-xi * s * s)


norm = quad(lambda s: 4 * np.pi * s ** 2 * density(s), 0, 12)[0]
rms = np.sqrt(quad(lambda s: 4 * np.pi * s ** 4 * density(s), 0, 12)[0])
assert abs(norm - 1) < 1e-9 and abs(rms - r_model) < 1e-9
for s0 in (0.2, 0.9, 2.5):
    inner = quad(lambda s: 4 * np.pi * s ** 2 * density(s), 0, s0)[0] / s0
    outer = quad(lambda s: 4 * np.pi * s * density(s), s0, 12)[0]
    assert abs(inner + outer - erf(np.sqrt(xi) * s0) / s0) < 1e-8
for m in range(5):
    for x in (0.0, 1e-9, 0.3, 4.0, 30.0):
        ref = quad(lambda t: t ** (2 * m) * np.exp(-x * t * t), 0, 1)[0]
        assert abs(boys(m, x) - ref) < 1e-10

print("Part 1: integrals for unit charge, atomic units")
print(f"model rms radius = {r_model:.4f} bohr, xi = {xi:.4f} bohr^-2")
print(f"density by quadrature: norm = {norm:.8f}, rms = {rms:.8f} bohr")

# --- off-centre integrals ---
a, b = 0.9, 0.5
A = np.array([0.0, 0.0, 0.0])
B = np.array([0.6, -0.4, 0.8])
C = np.array([-0.5, 0.7, 0.3])
p = a + b
P = (a * A + b * B) / p
K = np.exp(-a * b / p * np.sum((A - B) ** 2))
R2 = np.sum((P - C) ** 2)
tau = xi / (p + xi)
print(f"a = {a:.2f}, b = {b:.2f}, p = {p:.2f} bohr^-2")
for name, v in (("A", A), ("B", B), ("C", C), ("P", P)):
    print(f"{name} = ({v[0]:.6f}, {v[1]:.6f}, {v[2]:.6f}) bohr")
print(f"K = {K:.8f}, R^2 = {R2:.8f} bohr^2")
print(f"tau = {tau:.8f}, sqrt(tau) = {np.sqrt(tau):.8f}")
print(f"point argument = {p*R2:.8f}, F0 = {boys(0, p*R2):.8f}")
print(f"Gaussian argument = {p*tau*R2:.8f}, F0 = {boys(0, p*tau*R2):.8f}")

cases = [("s|s", (0, 0, 0), (0, 0, 0)),
         ("px|pz", (1, 0, 0), (0, 0, 1)),
         ("dxx|py", (2, 0, 0), (0, 1, 0)),
         ("dxx|dxy", (2, 0, 0), (1, 1, 0))]
for name, la, lb in cases:
    for model, exponent in (("point", None), ("Gaussian", xi)):
        formula = attraction(a, A, la, b, B, lb, C, exponent)
        direct = quadrature(a, A, la, b, B, lb, C, exponent)
        assert abs(formula - direct) < 1e-8
        if name != "dxx|dxy":
            print(f"{name} {model}: formula {formula:.8f}, "
                  f"quadrature {direct:.8f}")
argument_only = 2 * np.pi / p * K * boys(0, p * tau * R2)
true_ss = quadrature(a, A, (0, 0, 0), b, B, (0, 0, 0), C, xi)
assert abs(argument_only / true_ss - 1) > 0.05
print(f"s|s with argument changed but no sqrt(tau): {argument_only:.8f}")

# --- one-electron ion, high precision because the shift is tiny ---
mp.mp.dps = 50
Z = 10
E_exact = -mp.mpf(Z) ** 2 / 2
rho_exact = Z ** 3 / mp.pi


class SBasis:
    """Normalized s Gaussians on the nucleus, exponents ratio^k."""

    def __init__(self, ratio, size):
        self.size = size
        self.exps = [mp.mpf(ratio) ** k for k in range(size)]
        self.norms = [(2 * e / mp.pi) ** mp.mpf("0.75") for e in self.exps]
        self.S = self.matrix(
            lambda e, f: (mp.pi / (e + f)) ** mp.mpf("1.5"))
        self.T = self.matrix(
            lambda e, f: 3 * e * f / (e + f)
            * (mp.pi / (e + f)) ** mp.mpf("1.5"))

    def matrix(self, element):
        M = mp.matrix(self.size, self.size)
        for i in range(self.size):
            for j in range(i + 1):
                M[i, j] = (self.norms[i] * self.norms[j]
                           * element(self.exps[i], self.exps[j]))
                M[j, i] = M[i, j]
        return M

    def nuclear(self, xi_nuc):
        def element(e, f):
            q = e + f
            factor = 1 if xi_nuc is None else mp.sqrt(xi_nuc / (q + xi_nuc))
            return -Z * 2 * mp.pi / q * factor
        return self.matrix(element)

    def ground_state(self, V):
        """Inverse iteration with a shift just below the exact point energy.

        No eigenvalue can lie below that energy, so the eigenvalue nearest
        to the shift is the lowest one.
        """
        H = self.T + V
        inverse = mp.inverse(H - (E_exact - mp.mpf("0.01")) * self.S)
        c = mp.matrix([1] * self.size)
        energy = mp.mpf(0)
        for _ in range(12):
            c = inverse * (self.S * c)
            c = c / mp.sqrt((c.T * self.S * c)[0])
            previous, energy = energy, (c.T * H * c)[0]
        assert abs(energy - previous) < mp.mpf("1e-18")
        psi0 = sum(c[i] * self.norms[i] for i in range(self.size))
        return energy, c, psi0 ** 2


coarse = SBasis("2", 37)
basis = SBasis("1.7", 48)
E_coarse = coarse.ground_state(coarse.nuclear(None))[0]
V_point = basis.nuclear(None)
E_point, c_point, rho_point = basis.ground_state(V_point)

bohr_fm = const.physical_constants["Bohr radius"][0] * 1e15
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
print("Part 2: one-electron ion, nonrelativistic, fixed nucleus")
print(f"Z = {Z}, s functions = {basis.size}, exponents "
      f"{float(basis.exps[0]):.1f} to {float(basis.exps[-1]):.4e} bohr^-2")
print(f"basis error, ratio 2.0: {float(E_coarse-E_exact):.3e} hartree")
print(f"basis error, ratio 1.7: {float(E_point-E_exact):.3e} hartree")
print(f"point nucleus: E = {float(E_point):.10f} hartree")
print(f"point density at r=0: basis {float(rho_point):.4f}, "
      f"exact {float(rho_exact):.4f} bohr^-3")
assert abs(E_point - E_exact) < 1e-8
assert E_coarse - E_exact > 10 * (E_point - E_exact) > 0
assert abs(rho_point / rho_exact - 1) < 5e-4

deviations = []
for r_fm in (3.0, 6.0):
    r = mp.mpf(r_fm / bohr_fm)
    xi_nuc = 3 / (2 * r ** 2)
    V_gauss = basis.nuclear(xi_nuc)
    E_gauss, c_gauss, rho_gauss = basis.ground_state(V_gauss)
    shift = E_gauss - E_point
    contact = 2 * mp.pi / 3 * Z * r ** 2 * rho_exact
    first_order = (c_point.T * (V_gauss - V_point) * c_point)[0]
    cusp_factor = 1 - 8 * Z / (3 * mp.sqrt(mp.pi * xi_nuc))
    deviations.append(shift / contact - 1)
    print(f"rms radius = {r_fm:.1f} fm = {float(r):.6e} bohr")
    print(f"  xi = {float(xi_nuc):.6e} bohr^-2, Z r = {float(Z*r):.6e}")
    print(f"  E = {float(E_gauss):.10f} hartree")
    print(f"  shift, eigenvalues = {float(shift):.6e} hartree")
    print(f"  the same shift = {float(shift)*hartree_eV:.6e} eV")
    print(f"  shift, contact formula = {float(contact):.6e} hartree")
    print(f"  shift, first order = {float(first_order):.6e} hartree")
    print(f"  first order/contact = {float(first_order/contact):.6f}, "
          f"cusp formula = {float(cusp_factor):.6f}")
    print(f"  full shift/contact - 1 = {float(deviations[-1]):.4e}")
    print(f"  density at r=0 = {float(rho_gauss):.4f} bohr^-3")
    assert abs(first_order / contact - cusp_factor) < 5e-5
    assert 0 < shift < first_order
    assert abs(shift / contact - 1) < 3 * Z * r
    assert rho_gauss < rho_point

ratio = deviations[1] / deviations[0]
print(f"ratio of deviations, 6 fm to 3 fm = {float(ratio):.4f}")
assert abs(ratio - 2) < 0.05
print("OK")
```

Output:

```
Part 1: integrals for unit charge, atomic units
model rms radius = 1.0000 bohr, xi = 1.5000 bohr^-2
density by quadrature: norm = 1.00000000, rms = 1.00000000 bohr
a = 0.90, b = 0.50, p = 1.40 bohr^-2
A = (0.000000, 0.000000, 0.000000) bohr
B = (0.600000, -0.400000, 0.800000) bohr
C = (-0.500000, 0.700000, 0.300000) bohr
P = (0.214286, -0.142857, 0.285714) bohr
K = 0.68876362, R^2 = 1.22081633 bohr^2
tau = 0.51724138, sqrt(tau) = 0.71919495
point argument = 1.70914286, F0 = 0.63417599
Gaussian argument = 0.88403941, F0 = 0.76948733
s|s point: formula 1.96034192, quadrature 1.96034192
s|s Gaussian: formula 1.71068536, quadrature 1.71068536
px|pz point: formula -0.06624786, quadrature -0.06624786
px|pz Gaussian: formula -0.10333021, quadrature -0.10333021
dxx|py point: formula 0.24152592, quadrature 0.24152592
dxx|py Gaussian: formula 0.19856577, quadrature 0.19856577
s|s with argument changed but no sqrt(tau): 2.37861146
Part 2: one-electron ion, nonrelativistic, fixed nucleus
Z = 10, s functions = 48, exponents 1.0 to 6.7780e+10 bohr^-2
basis error, ratio 2.0: 2.414e-07 hartree
basis error, ratio 1.7: 7.705e-11 hartree
point nucleus: E = -49.9999999999 hartree
point density at r=0: basis 318.3034, exact 318.3099 bohr^-3
rms radius = 3.0 fm = 5.669178e-05 bohr
  xi = 4.667142e+08 bohr^-2, Z r = 5.669178e-04
  E = -49.9999785947 hartree
  shift, eigenvalues = 2.140526e-05 hartree
  the same shift = 5.824668e-04 eV
  shift, contact formula = 2.142639e-05 hartree
  shift, first order = 2.141147e-05 hartree
  first order/contact = 0.999304, cusp formula = 0.999304
  full shift/contact - 1 = -9.8607e-04
  density at r=0 = 317.9764 bohr^-3
rms radius = 6.0 fm = 1.133836e-04 bohr
  xi = 1.166786e+08 bohr^-2, Z r = 1.133836e-03
  E = -49.9999144635 hartree
  shift, eigenvalues = 8.553638e-05 hartree
  the same shift = 2.327564e-03 eV
  shift, contact formula = 8.570556e-05 hartree
  shift, first order = 8.558629e-05 hartree
  first order/contact = 0.998608, cusp formula = 0.998607
  full shift/contact - 1 = -1.9739e-03
  density at r=0 = 317.6415 bohr^-3
ratio of deviations, 6 fm to 3 fm = 2.0018
OK
```
